**Hall factors from lifetime averages and carrier orbits**

For a nondegenerate isotropic parabolic band with lifetime $\tau\propto\varepsilon^s$, the weak-field Hall factor is $r=\langle\tau^2\rangle/\langle\tau\rangle^2$, where $\varepsilon$ is the carrier energy and the average has weight $\varepsilon^{3/2}e^{-\varepsilon/k_BT}$. The program asserts by symbolic integration that $r=3\pi/8$ for $s=-1/2$ and $r=315\pi/512$ for $s=3/2$. It also obtains both values by following orbits of negative carriers under the Lorentz force and inverting the summed conductivity tensor. Further assertions cover the finite-field formula, the strong-field limit, the acoustic state count, the screened Coulomb rate, the valley anisotropy factor and the Gaussian unit conversion. The output converts the Hall mobilities of two model layers, 1210 and 40 000 cm²/Vs, into pure-law drift mobilities of about 1030 and 20 700 cm²/Vs. For the second layer, a model with screened impurities and lattice scattering together lowers $r$ to about 1.25 and raises the drift mobility to about 32 000 cm²/Vs. Mixtures of the two pure laws can have $r$ as low as about 1.03, below both pure values.

## Program and output

```python
# RESULT UNDER TEST: for a nondegenerate isotropic parabolic band with lifetime
# tau = tau0*x**s, x = energy/(kB*T), the weak-field Hall factor is
#   r = <tau^2>/<tau>^2 = Gamma(2s+5/2)*Gamma(5/2)/Gamma(s+5/2)^2,
# equal to 3*pi/8 for s=-1/2 and 315*pi/512 for s=3/2.
# Drift mobility = Hall mobility / r; carrier density = r * Hall density.
# Averages carry the weight x^(3/2)*exp(-x). Device numbers are SI inside and
# are printed in engineering units. Layer A: lattice limited; B: impurity limited.
import numpy as np
import sympy as sp
from math import gamma, pi, sqrt
from scipy import constants as C
from scipy.integrate import quad
from scipy.linalg import expm
from scipy.optimize import brentq

e, kB, hbar, m0, eps0 = C.e, C.k, C.hbar, C.m_e, C.epsilon_0


def energy_grid(count, x_max):
    """Nodes and weights for integrals over x, using x = u^2."""
    node, weight = np.polynomial.legendre.leggauss(count)
    u = 0.5 * (node + 1) * sqrt(x_max)
    return u**2, weight * sqrt(x_max) * u


x, dx = energy_grid(400, 80.0)
boltzmann = x**1.5 * np.exp(-x)


def average(values, weight=boltzmann):
    return np.sum(dx * weight * values) / np.sum(dx * weight)


def hall_factor(tau, weight=boltzmann, omega=0.0):
    """n*q*c*R_H at cyclotron frequency omega (inverse units of tau)."""
    damping = 1 + (omega * tau)**2
    direct = average(tau / damping, weight)
    crossed = average(tau**2 / damping, weight)
    return crossed / (direct**2 + (omega * crossed)**2)


# ---- exact constants from symbolic integration of the definition
X = sp.symbols('x', positive=True)


def symbolic_factor(s):
    def moment(power):
        return sp.integrate(X**(sp.Rational(3, 2) + power) * sp.exp(-X),
                            (X, 0, sp.oo))
    return sp.simplify(moment(2 * s) * moment(0) / moment(s)**2)


exact_A = symbolic_factor(-sp.Rational(1, 2))
exact_B = symbolic_factor(sp.Rational(3, 2))
assert sp.simplify(exact_A - 3 * sp.pi / 8) == 0
assert sp.simplify(exact_B - 315 * sp.pi / 512) == 0
r_A, r_B = float(exact_A), float(exact_B)

# ---- Gamma-function formula against quadrature
for s in (-0.5, 0.0, 0.5, 1.0, 1.5):
    formula = gamma(2*s + 2.5) * gamma(2.5) / gamma(s + 2.5)**2
    assert abs(hall_factor(x**s) / formula - 1) < 1e-7


# ---- Hall coefficient from orbits under the Lorentz force (kB*T=m=c=n=1)
def hall_from_orbits(s, field, charge=-1.0):
    energies, d_energy = energy_grid(40, 50.0)
    times, d_time = np.polynomial.laguerre.laggauss(24)
    magnetic = np.array([0.0, 0.0, field])
    generator = np.column_stack([charge * np.cross(axis, magnetic)
                                 for axis in np.eye(3)])
    directions = np.vstack([np.eye(3), -np.eye(3)])
    sigma = np.zeros((3, 3))
    for energy, de in zip(energies, d_energy):
        tau = energy**s
        past = sum(w * tau * expm(-generator * tau * t)
                   for t, w in zip(times, d_time))
        population = de * sqrt(energy) * np.exp(-energy) / gamma(1.5)
        for direction in directions:
            v = sqrt(2 * energy) * direction
            sigma += charge**2 * population * np.outer(v, past @ v) / 6
    resistivity = np.linalg.inv(sigma)
    return resistivity[1, 0] / field


orbit_weak = {}
for s, finite_field, expected in ((-0.5, 0.1, r_A), (1.5, 0.01, r_B)):
    orbit_weak[s] = -hall_from_orbits(s, 1e-4)
    assert abs(orbit_weak[s] / expected - 1) < 1e-4
    finite = -hall_from_orbits(s, finite_field)
    assert abs(finite / hall_factor(x**s, omega=finite_field) - 1) < 3e-4
    assert abs(hall_factor(x**s, omega=1e3) - 1) < 1e-3

# ---- acoustic law: count final states in equal energy shells at E and 4E
k = np.arange(-58, 59)
k_squared = (k[:, None, None]**2 + k[None, :, None]**2 + k[None, None, :]**2)
shell_low = np.count_nonzero(np.abs(k_squared - 800) < 100)
shell_high = np.count_nonzero(np.abs(k_squared - 3200) < 100)
state_ratio = shell_high / shell_low
assert abs(state_ratio - 2) < 0.04


# ---- screened Coulomb scattering in the Born approximation
def screening_length(n, T, eps_r):
    return sqrt(eps_r * eps0 * kB * T / (n * e**2))


def coulomb_rate(energy, mass, eps_r, N_imp, length):
    b = 8 * mass * energy * length**2 / hbar**2
    bracket = np.log1p(b) - b / (1 + b)
    return (N_imp * e**4 * bracket /
            (16 * sqrt(2) * pi * (eps_r*eps0)**2 * sqrt(mass) * energy**1.5))


def coulomb_rate_by_angles(energy, mass, eps_r, N_imp, length):
    wave2 = 2 * mass * energy / hbar**2

    def integrand(u):  # u = 1 - cos(scattering angle)
        potential = e**2 / (eps_r * eps0 * (2 * wave2 * u + length**-2))
        return u * (mass * potential / (2 * pi * hbar**2))**2
    total = quad(integrand, 0, 2, epsabs=0, epsrel=1e-9, limit=200)[0]
    return N_imp * sqrt(2 * energy / mass) * 2 * pi * total


for factor in (0.3, 3.0, 10.0):
    args = (factor * kB * 77, 0.07 * m0, 13.0, 1e22, 30e-9)
    assert abs(coulomb_rate(*args) / coulomb_rate_by_angles(*args) - 1) < 1e-6


# ---- three orthogonal ellipsoidal valleys with mass ratio K
def valley_factor(K, field=1e-4):
    magnetic = np.array([0.0, 0.0, field])
    cross = np.column_stack([np.cross(axis, magnetic) for axis in np.eye(3)])
    sigma = np.zeros((3, 3))
    for heavy in range(3):
        masses = np.ones(3)
        masses[heavy] = K
        sigma += np.linalg.inv(np.diag(masses) - cross) / 3
    return np.linalg.inv(sigma)[1, 0] / field


mass_ratio = 5.0
valley = valley_factor(mass_ratio)
for K in (1.0, mass_ratio, 20.0):
    assert abs(valley_factor(K) / (3*K*(K + 2) / (2*K + 1)**2) - 1) < 1e-5

# ---- worked example: two Hall bars with rough, round parameters
L, w, d = 1000e-6, 200e-6, 5e-6
A = dict(s=-0.5, r=r_A, T=300.0, B=0.5, I=10e-6, VL=0.57, VH=6.9e-3,
         m=0.3*m0, mdos=1.0*m0, eps=12.0, alpha=0.5)
B = dict(s=1.5, r=r_B, T=77.0, B=5e-3, I=100e-6, VL=0.050, VH=0.20e-3,
         m=0.07*m0, mdos=0.07*m0, eps=13.0, alpha=0.7)


def degenerate_factor(layer):
    T, mass = layer['T'], layer['mdos']
    layer['Nc'] = 2 * (mass * kB * T / (2 * pi * hbar**2))**1.5
    filling = layer['n'] / layer['Nc']

    def excess(eta):
        occupied = np.sum(dx * np.sqrt(x) / (1 + np.exp(x - eta)))
        return np.log(occupied / gamma(1.5) / filling)
    eta = brentq(excess, -30, 10)
    weight = x**1.5 / (4 * np.cosh((x - eta) / 2)**2)
    return hall_factor(x**layer['s'], weight)


for layer in (A, B):
    s, T = layer['s'], layer['T']
    layer['sigma'] = layer['I'] * L / (layer['VL'] * w * d)
    layer['RH'] = layer['VH'] * d / (layer['I'] * layer['B'])
    layer['muH'] = layer['RH'] * layer['sigma']
    layer['nH'] = 1 / (e * layer['RH'])
    layer['mu'] = layer['muH'] / layer['r']
    layer['n'] = layer['nH'] * layer['r']
    layer['tau'] = layer['mu'] * layer['m'] / e
    # same Hall mobility from charge, density and conductivity in Gaussian units
    e_esu, c_cgs = e * C.c * 10, C.c * 100
    R_gauss = 1 / (layer['nH'] * 1e-6 * e_esu * c_cgs)
    mu_gauss = c_cgs * R_gauss * layer['sigma'] / (4 * pi * eps0)
    assert abs(mu_gauss / (C.c*1e-6) / (layer['muH']*1e4) - 1) < 1e-6
    # neglected effects, one at a time
    layer['omega'] = layer['mu'] * layer['B'] / average(x**s)
    layer['r_field'] = hall_factor(x**s, omega=layer['omega'])
    layer['r_deg'] = degenerate_factor(layer)
    a = layer['alpha'] * kB * T / e
    layer['r_np'] = hall_factor(x**s / (1 + 2*a*x),
                                (x * (1 + a*x))**1.5 * np.exp(-x))
    layer['drift'] = (layer['mu'] * layer['VL'] / L /
                      sqrt(3 * kB * T / layer['m']))
    layer['landau'] = hbar * e * layer['B'] / (layer['m'] * kB * T)


def combined_tau(layer, N_imp, n, mu_lattice):
    """Add acoustic-law and Coulomb rates at each energy."""
    tau_lattice = mu_lattice * layer['m'] / e / average(x**-0.5)
    length = screening_length(n, layer['T'], layer['eps'])
    return 1 / (np.sqrt(x) / tau_lattice +
                coulomb_rate(x * kB * layer['T'], layer['m'], layer['eps'],
                             N_imp, length))


# Layer A: charged dopants, then velocity-randomising optical phonons
r_A_imp = hall_factor(combined_tau(A, A['n'], A['n'], A['mu']))
phonon_eV, coupling = 0.060, 1.0
theta = phonon_eV * e / (kB * A['T'])
quanta = 1 / np.expm1(theta)
optical = coupling * (quanta * np.sqrt(x + theta) +
                      (quanta + 1) * np.sqrt(np.maximum(x - theta, 0)))
r_A_opt = hall_factor(1 / (np.sqrt(x) + optical))
r_A_both = r_A_opt * valley

# Layer B: Coulomb logarithm alone, then a refined mixed model
length_B = screening_length(B['n'], B['T'], B['eps'])
r_B_log = hall_factor(1 / coulomb_rate(x * kB * B['T'], B['m'], B['eps'],
                                       1e22, length_B))
mu_lattice_B = 20.0


def refined(N_imp):
    r = 1.5
    for _ in range(40):
        n = r * B['nH']
        tau = combined_tau(B, N_imp, n, mu_lattice_B)
        r = hall_factor(tau)
    return r, n, e * average(tau) / B['m']


def hall_mismatch(log_N):
    r, _, mobility = refined(np.exp(log_N))
    return r * mobility / B['muH'] - 1


N_ref = np.exp(brentq(hall_mismatch, np.log(1e21), np.log(1e23)))
r_ref, n_ref, mu_ref = refined(N_ref)
assert abs(r_ref * mu_ref / B['muH'] - 1) < 1e-6
assert N_ref > n_ref          # required by charge neutrality
assert 1 < r_ref < r_B
length_ref = screening_length(n_ref, B['T'], B['eps'])
variance = N_ref * quad(
    lambda y: 4*pi * length_ref * np.exp(-2*y), 0, 40)[0]
disorder = e**2 / (4*pi*B['eps']*eps0) * sqrt(variance) / (kB * B['T'])

# ---- the two pure factors do not bracket mixtures of the two laws
mixtures = np.logspace(-3, 4, 281)
mixed_r = np.array([hall_factor(1 / (np.sqrt(x) + c * x**-1.5))
                    for c in mixtures])
lowest = int(np.argmin(mixed_r))
ratio_lowest = mixtures[lowest] * average(x**-0.5) / average(x**1.5)
assert 1 < mixed_r[lowest] < r_A


def show(label, value, unit=''):
    print(f'{label}: {value:.5g} {unit}'.rstrip())


def pair(label, key, scale=1.0, unit=''):
    print(f'{label}: A {A[key]*scale:.5g}, B {B[key]*scale:.5g} {unit}'.rstrip())


print(f'Exact Hall factors: A {exact_A}, B {exact_B}')
pair('Hall factor r', 'r')
print(f'r from orbits: A {orbit_weak[-0.5]:.5f}, B {orbit_weak[1.5]:.5f}')
show('State-count ratio at 4E and E', state_ratio)
print(f'Bar length, width, thickness: {L*1e6:g}, {w*1e6:g}, {d*1e6:g} um')
pair('Temperature', 'T', 1, 'K')
pair('Magnetic field', 'B', 1, 'T')
pair('Current', 'I', 1e6, 'uA')
pair('Longitudinal voltage at zero field', 'VL', 1, 'V')
pair('Hall voltage magnitude', 'VH', 1e3, 'mV')
pair('Transport mass', 'm', 1/m0, 'electron masses')
pair('Density-of-states mass', 'mdos', 1/m0, 'electron masses')
pair('Relative permittivity', 'eps')
pair('Nonparabolicity', 'alpha', 1, '1/eV')
pair('Conductivity', 'sigma', 1e-2, 'S/cm')
pair('Hall coefficient magnitude', 'RH', 1e6, 'cm3/C')
pair('Hall mobility', 'muH', 1e4, 'cm2/Vs')
pair('Drift mobility, pure law', 'mu', 1e4, 'cm2/Vs')
pair('Hall density', 'nH', 1e-6, 'cm^-3')
pair('Carrier density, pure law', 'n', 1e-6, 'cm^-3')
pair('Mean lifetime, pure law', 'tau', 1e12, 'ps')
pair('r at the field used', 'r_field')
for field in (0.05, 0.5):
    value = hall_factor(x**1.5, omega=B['omega'] * field / B['B'])
    show(f'B: r at {field:g} T, pure law', value)
pair('Effective density of states', 'Nc', 1e-6, 'cm^-3')
pair('r with Fermi statistics', 'r_deg')
pair('r with nonparabolic band', 'r_np')
pair('Drift speed / thermal speed', 'drift')
pair('Landau spacing / kBT', 'landau')
show('A: valley mass ratio', mass_ratio)
show('A: valley anisotropy factor on r', valley)
show('A: r with charged dopants added', r_A_imp)
show('A: optical phonon energy', phonon_eV * 1e3, 'meV')
show('A: optical/acoustic coupling', coupling)
show('A: r with optical phonons added', r_A_opt)
show('A: r with optical phonons and valleys', r_A_both)
show('A: drift mobility with both', A['muH'] / r_A_both * 1e4, 'cm2/Vs')
show('B: screening length, pure law', length_B * 1e9, 'nm')
show('B: r with Coulomb logarithm only', r_B_log)
show('B: assumed lattice mobility', mu_lattice_B * 1e4, 'cm2/Vs')
show('B: refined impurity density', N_ref * 1e-6, 'cm^-3')
show('B: refined carrier density', n_ref * 1e-6, 'cm^-3')
show('B: refined r', r_ref)
show('B: refined drift mobility', mu_ref * 1e4, 'cm2/Vs')
show('B: pure-law / refined drift mobility', B['mu'] / mu_ref)
show('B: refined screening length', length_ref * 1e9, 'nm')
show('B: rms potential fluctuation / kBT', disorder)
show('Lowest r of mixed pure laws', mixed_r[lowest])
show('Lattice/impurity mobility ratio there', ratio_lowest)
print('ALL CHECKS PASSED')
```

Printed output:

```
Exact Hall factors: A 3*pi/8, B 315*pi/512
Hall factor r: A 1.1781, B 1.9328
r from orbits: A 1.17810, B 1.93281
State-count ratio at 4E and E: 2.0058
Bar length, width, thickness: 1000, 200, 5 um
Temperature: A 300, B 77 K
Magnetic field: A 0.5, B 0.005 T
Current: A 10, B 100 uA
Longitudinal voltage at zero field: A 0.57, B 0.05 V
Hall voltage magnitude: A 6.9, B 0.2 mV
Transport mass: A 0.3, B 0.07 electron masses
Density-of-states mass: A 1, B 0.07 electron masses
Relative permittivity: A 12, B 13
Nonparabolicity: A 0.5, B 0.7 1/eV
Conductivity: A 0.17544, B 20 S/cm
Hall coefficient magnitude: A 6900, B 2000 cm3/C
Hall mobility: A 1210.5, B 40000 cm2/Vs
Drift mobility, pure law: A 1027.5, B 20695 cm2/Vs
Hall density: A 9.0457e+14, B 3.1208e+15 cm^-3
Carrier density, pure law: A 1.0657e+15, B 6.0318e+15 cm^-3
Mean lifetime, pure law: A 0.17526, B 0.82366 ps
r at the field used: A 1.1748, B 1.9318
B: r at 0.05 T, pure law: 1.859
B: r at 0.5 T, pure law: 1.3695
Effective density of states: A 2.5094e+19, B 6.0433e+16 cm^-3
r with Fermi statistics: A 1.1781, B 1.905
r with nonparabolic band: A 1.2085, B 1.8827
Drift speed / thermal speed: A 0.00027467, B 0.00046268
Landau spacing / kBT: A 0.0074635, B 0.0012462
A: valley mass ratio: 5
A: valley anisotropy factor on r: 0.86777
A: r with charged dopants added: 1.1299
A: optical phonon energy: 60 meV
A: optical/acoustic coupling: 1
A: r with optical phonons added: 1.2562
A: r with optical phonons and valleys: 1.0901
A: drift mobility with both: 1110.4 cm2/Vs
B: screening length, pure law: 28.112 nm
B: r with Coulomb logarithm only: 1.6221
B: assumed lattice mobility: 2e+05 cm2/Vs
B: refined impurity density: 6.8708e+15 cm^-3
B: refined carrier density: 3.8944e+15 cm^-3
B: refined r: 1.2479
B: refined drift mobility: 32054 cm2/Vs
B: pure-law / refined drift mobility: 0.64563
B: refined screening length: 34.987 nm
B: rms potential fluctuation / kBT: 0.64877
Lowest r of mixed pure laws: 1.0293
Lattice/impurity mobility ratio there: 0.11139
ALL CHECKS PASSED
```
